# A d Shell between Spin-Orbit Coupling and an Exchange Field

## Problem

An electron in a d shell, with \(l=2\) and \(s=1/2\), has the Hamiltonian

\[
H=\zeta\,\mathbf l\cdot\mathbf s+B\,\sigma_z ,\qquad \zeta>0,\quad B\ge 0 .
\]

Angular momenta are in units of \(\hbar\), and \(\sigma_z=2s_z\). The parameter \(B\) is an energy. Without spin-orbit coupling, spin up lies at \(+B\) and spin down at \(-B\), so the exchange splitting is \(2B\).

This is a small model of a collinear Dirac-Kohn-Sham calculation. Its assumptions are:

- The small components of the spinors are neglected in the exchange term, so that the field couples to \(\sigma_z\).
- The \(d_{3/2}\) and \(d_{5/2}\) states share one radial function.
- The exchange field is spherical, and there is no crystal field.
- \(B\) is prescribed. In a self-consistent calculation it would depend on the spin density that it produces.

The field acts on the spin alone, unlike an external magnetic field, which also acts on \(l_z\). The magnetic moment is \(\mu_z=-\mu_B\langle l_z+\sigma_z\rangle\), with spin g-factor 2.

(a) Find the ten energies and the moments \(\langle\sigma_z\rangle\) and \(\langle l_z\rangle\).

(b) Obtain the limits \(B\ll\zeta\) (jj limit) and \(B\gg\zeta\) (exchange limit), with the leading corrections in the second.

(c) Follow the moments between the limits. Which states reverse their spin moment, and where? Does any orbital moment change sign?

(d) Do any levels cross for \(B>0\)?

(e) Fill the levels from below with \(n\) independent electrons. Find the total \(M_J\) as a function of \(B\), and compare it with Hund's rules. Treat \(n=4\) at small \(B\) and \(n=5\) at large \(B\) in detail.

(f) Evaluate the results for \(\zeta=0.40\) eV and \(B\) from 0.02 to 8.00 eV.

## Solution

### (a) Energies and moments

Write the spin-orbit operator with ladder operators:

\[
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12\,(l_+s_-+l_-s_+).
\]

Each term conserves \(m=m_l+m_s\), and so does \(\sigma_z\). The ten-dimensional problem therefore splits into blocks of fixed \(m\).

The values \(m=\pm5/2\) occur once each, as \(|m_l=2,\uparrow\rangle\) and \(|m_l=-2,\downarrow\rangle\). For both, \(l_zs_z=1\), so these stretched states have

\[
E=\zeta\pm B,\qquad \langle\sigma_z\rangle=\pm1,\qquad \langle l_z\rangle=\pm2 .
\]

For \(|m|\le3/2\) the basis is \(|m-\tfrac12,\uparrow\rangle,\ |m+\tfrac12,\downarrow\rangle\). The diagonal elements are

\[
H_{\uparrow\uparrow}=\tfrac{\zeta}{2}(m-\tfrac12)+B,\qquad
H_{\downarrow\downarrow}=-\tfrac{\zeta}{2}(m+\tfrac12)-B .
\]

The off-diagonal element comes from \(\tfrac12 l_+s_-\), which raises \(m_l\) from \(m-\tfrac12\) to \(m+\tfrac12\):

\[
W_m=\tfrac{\zeta}{2}\sqrt{l(l+1)-(m-\tfrac12)(m+\tfrac12)}
=\tfrac{\zeta}{2}\sqrt{\tfrac{25}{4}-m^2},
\]

because \(6+\tfrac14=\tfrac{25}{4}\). The mean of the diagonal elements is \(-\zeta/4\). Half their difference is

\[
\Delta_m=\tfrac12(H_{\uparrow\uparrow}-H_{\downarrow\downarrow})=B+\tfrac{\zeta m}{2}.
\]

The block is thus \(-\zeta/4\) times the unit matrix, plus a traceless matrix with diagonal \(\pm\Delta_m\) and off-diagonal \(W_m\). The traceless part has eigenvalues \(\pm R_m\), where

\[
R_m^2=\Delta_m^2+W_m^2
=B^2+\zeta mB+\tfrac{\zeta^2m^2}{4}+\tfrac{25\zeta^2}{16}-\tfrac{\zeta^2m^2}{4}.
\]

The terms in \(m^2\) cancel, which leaves

\[
E_\pm(m)=-\frac{\zeta}{4}\pm R_m,\qquad
R_m=\sqrt{B^2+\zeta mB+\tfrac{25}{16}\zeta^2}.
\]

Define an angle by \(\cos\theta_m=\Delta_m/R_m\) and \(\sin\theta_m=W_m/R_m\). The upper eigenvector has components \((\cos\tfrac{\theta_m}{2},\sin\tfrac{\theta_m}{2})\), and the lower one \((-\sin\tfrac{\theta_m}{2},\cos\tfrac{\theta_m}{2})\). The difference of the squared components is \(\pm\cos\theta_m\), so

\[
\langle\sigma_z\rangle_\pm=\pm\frac{B+\zeta m/2}{R_m},\qquad
\langle l_z\rangle_\pm=m-\tfrac12\langle\sigma_z\rangle_\pm .
\]

The second relation is the conservation of \(m\). The first agrees with the Hellmann-Feynman theorem: \(W_m\) does not depend on \(B\), so \(\partial R_m/\partial B=\Delta_m/R_m\), and hence \(\partial E_\pm/\partial B=\langle\sigma_z\rangle_\pm\).

### (b) The two limits

**jj limit.** At \(B=0\), \(R_m=5\zeta/4\) for every \(m\), and the energies are \(\zeta\) and \(-3\zeta/2\). From \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-6-\tfrac34]\), which equals \(1\) for \(j=5/2\) and \(-3/2\) for \(j=3/2\), the upper level is \(j=5/2\) and the lower is \(j=3/2\). As \(B\to0^+\) the moments become

\[
\langle\sigma_z\rangle=\pm\frac{\zeta m/2}{5\zeta/4}=\pm\frac{2m}{5},\qquad
\langle l_z\rangle=\begin{cases}4m/5,& j=5/2,\\ 6m/5,& j=3/2.\end{cases}
\]

The stretched states obey the \(j=5/2\) formulas as well. Since the spin moment is the slope of the energy, to first order in \(B\) the levels fan out as \(E=E_j\pm 2mB/5\).

**Exchange limit.** For \(B\gg\zeta\), \(\Delta_m\) is positive and large compared with \(W_m\). Expanding the root gives

\[
R_m\simeq\Delta_m+\frac{W_m^2}{2\Delta_m}\simeq B+\frac{\zeta m}{2}+\frac{\zeta^2(\frac{25}{4}-m^2)}{8B}.
\]

The upper state is mainly spin up, with \(m_l=m-\tfrac12\). The lower is mainly spin down, with \(m_l=m+\tfrac12\). Including the common \(-\zeta/4\),

\[
E_\pm\simeq\pm\left[B+\frac{\zeta m_l}{2}+\frac{\zeta^2(\frac{25}{4}-m^2)}{8B}\right].
\]

The first two terms are the exchange energy and the diagonal part \(\zeta m_ls_z\) of the spin-orbit coupling. The third is the second-order effect of spin flips. For the moments, \(\cos\theta_m=(1+W_m^2/\Delta_m^2)^{-1/2}\simeq1-W_m^2/(2B^2)\), so

\[
1-|\langle\sigma_z\rangle|\simeq\frac{\zeta^2(\frac{25}{4}-m^2)}{8B^2}.
\]

The spin moment approaches saturation as \(1/B^2\), whereas the spin-flip energy falls off as \(1/B\).

### (c) Between the limits

Differentiating \(\Delta_m/R_m\) gives

\[
\frac{\partial\langle\sigma_z\rangle_\pm}{\partial B}
=\pm\left(\frac1{R_m}-\frac{\Delta_m^2}{R_m^3}\right)
=\pm\frac{W_m^2}{R_m^3}
=\pm\frac{\zeta^2(\frac{25}{4}-m^2)}{4R_m^3}.
\]

For \(|m|\le3/2\), the spin moment of an upper state rises steadily from \(2m/5\) to \(1\), and that of a lower state falls steadily from \(-2m/5\) to \(-1\).

For \(m>0\) neither passes through zero. For \(m<0\) both do, at \(\Delta_m=0\):

\[
B_{\rm rev}=\frac{\zeta|m|}{2}.
\]

The diagonal elements explain this. Their difference is \(H_{\uparrow\uparrow}-H_{\downarrow\downarrow}=2B+\zeta m\). When \(m<0\), the spin-orbit part favours spin up and the exchange field favours spin down. At \(B_{\rm rev}\) the two cancel, and the remaining spin-flip coupling mixes the two basis states equally. The gap \(2R_m=2\sqrt{\Delta_m^2+W_m^2}\) is then at its minimum,

\[
2W_m=\zeta\sqrt{\tfrac{25}{4}-m^2}.
\]

No orbital moment changes sign. In the mixed states \(|\langle\sigma_z\rangle|<1\), so the correction \(\tfrac12\langle\sigma_z\rangle\) is smaller in size than \(\tfrac12\le|m|\), and \(\langle l_z\rangle\) keeps the sign of \(m\). In the stretched states it is constant.

A natural marker of the crossover is the field at which the exchange splitting \(2B\) equals the spin-orbit splitting \(5\zeta/2\), that is \(B=5\zeta/4\). There \(\Delta_m=\tfrac{\zeta}{2}(\tfrac52+m)\) and \(R_m^2=\tfrac54\zeta^2(\tfrac52+m)\), so

\[
|\langle\sigma_z\rangle|=\sqrt{\frac{\frac52+m}{5}} .
\]

This ranges from 0.45 for \(m=-3/2\) to 0.89 for \(m=3/2\). The states do not change character at one common field.

### (d) Level order

For \(B>0\), \(R_m^2\) grows by \(\zeta B\) for each unit step in \(m\). The upper levels therefore rise with \(m\), and the lower levels fall with \(m\). All upper levels lie above \(-\zeta/4\), and all lower levels below it.

The stretched levels can be compared with the others by measuring them from \(-\zeta/4\) too:

\[
\zeta\pm B=-\frac{\zeta}{4}+\left(\frac{5\zeta}{4}\pm B\right),\qquad
\left(\frac{5\zeta}{4}\pm B\right)^2=B^2\pm\frac52\zeta B+\frac{25}{16}\zeta^2 .
\]

The square is the expression for \(R_m^2\) continued to \(m=\pm5/2\). Hence the \(m=5/2\) level is farther above \(-\zeta/4\) than any mixed level. The \(m=-5/2\) level is nearer to \(-\zeta/4\) than any mixed level, on whichever side it lies, so it stays between the two groups. From below, the order is

\[
m=\tfrac32,\ \tfrac12,\ -\tfrac12,\ -\tfrac32\ \big|\ -\tfrac52\ \big|\ -\tfrac32,\ -\tfrac12,\ \tfrac12,\ \tfrac32,\ \tfrac52 .
\]

No levels cross for \(B>0\). The \(m=-5/2\) level leaves the \(j=5/2\) group and becomes the fifth spin-down level. The proof uses the conservation of \(m\), a single \(\zeta\), and the radial function shared by \(d_{3/2}\) and \(d_{5/2}\). It does not cover a shell in a crystal field. If the coupling between the two \(j\) levels is reduced by a radial overlap below one, the order can change at large \(B/\zeta\).

### (e) Filling the shell

Since the order is fixed and each level keeps its \(m\), the sum \(M_J=\sum m\) over the \(n\) lowest levels does not depend on \(B>0\). For \(n\le5\) the occupied values start at \(3/2\) and fall in unit steps, so

\[
M_J=\frac{3n}{2}-\frac{n(n-1)}{2}=\frac{n(4-n)}{2}.
\]

For \(n=5+k\), the additional values start at \(-3/2\) and rise in unit steps. For \(k\le4\) this gives

\[
M_J=-\frac52-\frac{3k}{2}+\frac{k(k-1)}{2}=-\frac{(5-k)(k+1)}{2},
\]

and the last level, \(m=5/2\), brings the sum to zero at \(n=10\), as the formula also gives for \(k=5\).

Hund's rules give \(S=n/2\) and \(L=n(5-n)/2\) for \(n\le5\). Then \(|L-S|=n|4-n|/2=|M_J|\). For \(n=5+k\) they give \(S=(5-k)/2\) and \(L=k(5-k)/2\), so \(L+S=(5-k)(k+1)/2=|M_J|\). The size of \(M_J\) thus equals Hund's \(J\) for every filling.

In the exchange limit the spin-down levels fill in the order \(m_l=2,1,0,-1,-2\), followed by the spin-up levels in the order \(-2,-1,0,1,2\). The sums \(\sum l_z\) and \(\sum\sigma_z\) then have the sizes \(L\) and \(2S\). They are opposite in sign for \(n<5\) and equal in sign for \(5<n<10\).

This is an agreement of quantum numbers between independent electrons and Hund's rules. In an atom, electron repulsion selects the largest \(L\); here \(\zeta\) orders the orbitals. The agreement does not extend to the states for \(n<5\). In the exchange limit the determinant is \(|M_L=L,\,M_S=-S\rangle\), with \(\langle J^2\rangle=L(L+1)+S(S+1)-2LS\), which exceeds Hund's \(J(J+1)\). Its moment has the size \(|L-2S|\mu_B=1,1,0,2\,\mu_B\) for \(n=1,\dots,4\), whereas the Hund states have \(g_JJ=1.2,\ 1.33,\ 0.6,\ 0\). For \(n\ge5\) the exchange-limit determinant is the stretched state \(J=L+S\), and its moment \(L+2S\) equals \(g_JJ\).

**Four electrons, small \(B\).** The \(j=3/2\) level is full, and its moments vanish at \(B=0\). To first order in \(B\),

\[
\frac1{R_m}\simeq\frac{4}{5\zeta}\left(1-\frac{8mB}{25\zeta}\right),\qquad
\langle\sigma_z\rangle_-\simeq-\frac{4}{5\zeta}\left[\frac{\zeta m}{2}+B-\frac{4m^2B}{25}\right].
\]

Over the four states \(\sum m=0\) and \(\sum m^2=5\), so

\[
\sum\langle\sigma_z\rangle\simeq-\frac{4}{5\zeta}\left(4-\frac45\right)B=-\frac{64}{25}\,\frac{B}{\zeta}.
\]

Because \(M_J=0\), \(\sum\langle l_z\rangle=-\tfrac12\sum\langle\sigma_z\rangle\) at every \(B\), and the magnetic moment is \(\mu_z=-\tfrac12\mu_B\sum\langle\sigma_z\rangle\). It grows from zero to \(2\mu_B\), half of the spin-only value \(4\mu_B\), since the orbital part opposes the spin part.

**Five electrons, large \(B\).** The stretched state contributes \(-1\) to the spin sum. With \(\sum(\tfrac{25}{4}-m^2)=25-5=20\) for the other four,

\[
\sum\langle\sigma_z\rangle\simeq-5+\frac{20\,\zeta^2}{8B^2}=-5+\frac52\frac{\zeta^2}{B^2},
\]

\[
\sum\langle l_z\rangle=-\frac52-\frac12\sum\langle\sigma_z\rangle\simeq-\frac54\frac{\zeta^2}{B^2}.
\]

The orbital moment of the half-filled shell is quenched, but not completely at finite \(B\).

### (f) Numbers

The values of \(\zeta\) and \(B\) are round model parameters and describe no particular material. The largest field means a splitting \(2B=16\) eV, several times the few eV of real d shells; it serves only to display the limit \(B/\zeta=20\). For \(\zeta=0.40\) eV, the \(B=0\) levels are at \(-0.60\) and \(0.40\) eV. Their splitting of 1.00 eV equals \(2B\) at \(B=0.50\) eV.

Take \(m=-3/2\) at \(B=0.30\) eV. The block elements are

\[
H_{\uparrow\uparrow}=0.20(-2)+0.30=-0.10\ \text{eV},\qquad
H_{\downarrow\downarrow}=-0.20(-1)-0.30=-0.10\ \text{eV},
\]

and \(W=0.20\sqrt{6.25-2.25}=0.40\) eV. The energies are \(-0.10\pm0.40\), that is \(-0.50\) and \(0.30\) eV. Equal diagonal elements mean zero spin moment: this is the reversal point \(\zeta|m|/2=0.30\) eV, with the minimum gap of 0.80 eV. For \(m=-1/2\) the reversal is at 0.10 eV, with a gap of 0.98 eV.

The lower \(m=-3/2\) state develops as follows.

| \(B\) (eV) | \(E\) (eV) | \(\langle\sigma_z\rangle\) | \(\langle l_z\rangle\) |
|---|---|---|---|
| 0.02 | −0.588 | 0.573 | −1.787 |
| 0.10 | −0.547 | 0.447 | −1.724 |
| 0.30 | −0.500 | 0.000 | −1.500 |
| 0.50 | −0.547 | −0.447 | −1.276 |
| 2.00 | −1.846 | −0.973 | −1.013 |
| 8.00 | −7.810 | −0.999 | −1.001 |

The first row is close to the jj values \(\langle\sigma_z\rangle=0.6\) and \(\langle l_z\rangle=-1.8\), and the last is close to \(|m_l=-1,\downarrow\rangle\). The energy has its maximum at the reversal point, because its slope is the spin moment.

The sums over the \(n\) lowest levels, at the smallest and largest fields, are:

| \(n\) | \(M_J\) | \(\sum\sigma_z\), 0.02 eV | \(\sum l_z\), 0.02 eV | \(\sum\sigma_z\), 8.00 eV | \(\sum l_z\), 8.00 eV |
|---|---|---|---|---|---|
| 1 | 1.5 | −0.62 | 1.81 | −1.00 | 2.00 |
| 2 | 2.0 | −0.86 | 2.43 | −2.00 | 3.00 |
| 3 | 1.5 | −0.70 | 1.85 | −3.00 | 3.00 |
| 4 | 0.0 | −0.13 | 0.06 | −3.99 | 2.00 |
| 5 | −2.5 | −1.13 | −1.94 | −4.99 | 0.00 |
| 6 | −4.0 | −1.70 | −3.15 | −4.00 | −2.00 |
| 7 | −4.5 | −1.86 | −3.57 | −3.00 | −3.00 |
| 8 | −4.0 | −1.62 | −3.19 | −2.00 | −3.00 |
| 9 | −2.5 | −1.00 | −2.00 | −1.00 | −2.00 |

For \(n=4\) at \(B=0.02\) eV, the linear formula gives \(-2.56\times0.05=-0.128\), in agreement with the diagonalisation. The magnetic moment is then \(0.064\,\mu_B\). It grows to \(1.37\,\mu_B\) at 0.50 eV and \(2.00\,\mu_B\) at 8.00 eV.

For \(n=5\), the orbital sum changes from \(-1.94\) at 0.02 eV to \(-0.63\) at 0.50 eV. At 8.00 eV the quenching formula gives \(-1.25\times(0.05)^2=-0.003\), as does the diagonalisation.

The numerical check builds the full ten-dimensional matrix from ladder operators and compares its eigenvalues and eigenvectors with the formulas above. It confirms the level order on a grid from \(B/\zeta=10^{-3}\) to \(10^3\).

## Computed results

```
zeta = 0.40 eV; B=0 levels j=3/2, 5/2: -0.600, 0.400 eV
B=0 splitting 1.000 eV; 2B equals it at B = 0.500 eV
m=-3/2 block, B=0.30 eV: upup, dndn, updn (eV):   -0.100   -0.100    0.400
its eigenvalues (eV):   -0.500    0.300
m=-0.5: spin reversal at B = 0.1000 eV, smallest gap 0.9798 eV
m=-1.5: spin reversal at B = 0.3000 eV, smallest gap 0.8000 eV
Energy (eV); columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5  -0.6122  -0.6657  -0.8211  -0.9944  -2.4345  -8.4096
 2 m=+0.5  -0.6044  -0.6292  -0.7325  -0.8746  -2.2564  -8.2148
 3 m=-0.5  -0.5964  -0.5899  -0.6292  -0.7325  -2.0621  -8.0152
 4 m=-1.5  -0.5883  -0.5472  -0.5000  -0.5472  -1.8464  -7.8104
 5 m=-2.5   0.3800   0.3000   0.1000  -0.1000  -1.6000  -7.6000
 6 m=-1.5   0.3883   0.3472   0.3000   0.3472   1.6464   7.6104
 7 m=-0.5   0.3964   0.3899   0.4292   0.5325   1.8621   7.8152
 8 m=+0.5   0.4044   0.4292   0.5325   0.6746   2.0564   8.0148
 9 m=+1.5   0.4122   0.4657   0.6211   0.7944   2.2345   8.2096
10 m=+2.5   0.4200   0.5000   0.7000   0.9000   2.4000   8.4000
<sigma_z>; columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5  -0.6247  -0.7071  -0.8321  -0.8944  -0.9852  -0.9988
 2 m=+0.5  -0.2379  -0.3780  -0.6325  -0.7746  -0.9739  -0.9982
 3 m=-0.5   0.1612   0.0000  -0.3780  -0.6325  -0.9683  -0.9981
 4 m=-1.5   0.5735   0.4472   0.0000  -0.4472  -0.9734  -0.9987
 5 m=-2.5  -1.0000  -1.0000  -1.0000  -1.0000  -1.0000  -1.0000
 6 m=-1.5  -0.5735  -0.4472   0.0000   0.4472   0.9734   0.9987
 7 m=-0.5  -0.1612   0.0000   0.3780   0.6325   0.9683   0.9981
 8 m=+0.5   0.2379   0.3780   0.6325   0.7746   0.9739   0.9982
 9 m=+1.5   0.6247   0.7071   0.8321   0.8944   0.9852   0.9988
10 m=+2.5   1.0000   1.0000   1.0000   1.0000   1.0000   1.0000
<l_z> (hbar); columns B (eV):     0.02     0.10     0.30     0.50     2.00     8.00
 1 m=+1.5   1.8123   1.8536   1.9160   1.9472   1.9926   1.9994
 2 m=+0.5   0.6190   0.6890   0.8162   0.8873   0.9869   0.9991
 3 m=-0.5  -0.5806  -0.5000  -0.3110  -0.1838  -0.0158  -0.0010
 4 m=-1.5  -1.7867  -1.7236  -1.5000  -1.2764  -1.0133  -1.0007
 5 m=-2.5  -2.0000  -2.0000  -2.0000  -2.0000  -2.0000  -2.0000
 6 m=-1.5  -1.2133  -1.2764  -1.5000  -1.7236  -1.9867  -1.9993
 7 m=-0.5  -0.4194  -0.5000  -0.6890  -0.8162  -0.9842  -0.9990
 8 m=+0.5   0.3810   0.3110   0.1838   0.1127   0.0131   0.0009
 9 m=+1.5   1.1877   1.1464   1.0840   1.0528   1.0074   1.0006
10 m=+2.5   2.0000   2.0000   2.0000   2.0000   2.0000   2.0000
n, M_J, then (sum sigma_z, sum l_z) at B = 0.02, 0.50, 8.00 eV
1 +1.5   -0.625    1.812   -0.894    1.947   -0.999    1.999
2 +2.0   -0.863    2.431   -1.669    2.835   -1.997    2.999
3 +1.5   -0.701    1.851   -2.301    2.651   -2.995    2.998
4 +0.0   -0.128    0.064   -2.749    1.374   -3.994    1.997
5 -2.5   -1.128   -1.936   -3.749   -0.626   -4.994   -0.003
6 -4.0   -1.701   -3.149   -3.301   -2.349   -3.995   -2.002
7 -4.5   -1.863   -3.569   -2.669   -3.165   -2.997   -3.001
8 -4.0   -1.625   -3.188   -1.894   -3.053   -1.999   -3.001
9 -2.5   -1.000   -2.000   -1.000   -2.000   -1.000   -2.000
n=4 moment mu_z (mu_B), all B:    0.064    0.319    0.921    1.374    1.950    1.997
n=4 small B: sum sigma_z / (B/zeta) = -2.5600
n=5 large B: sum l_z * (B/zeta)^2 = -1.2500
```
